# Hydrogen oscillator-strength moments and the divergence of S(3): a program that tests the result

```python
"""Oscillator-strength moments of the hydrogen ground state (atomic units).

Result under test: S(q) = sum over excited states of f * omega**q equals
9/2, 2, 1, 2/3, 4/3 for q = -2, -1, 0, 1, 2, and S(3) diverges.
f     : dipole oscillator strength, (2/3) * omega * |<n|r|0>|^2
omega : excitation energy from the ground state, in hartree (Eh)
k     : wave number of the ejected electron, omega = (1 + k^2)/2
Model : nonrelativistic, fixed point nucleus, dipole operator.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.special import eval_genlaguerre

# --- Chain of vectors x_j*g(r)*psi under H - E0, in the l = 1 channel ---
r = sp.symbols("r", positive=True)


def shifted_hamiltonian(u):
    return -sp.diff(u, r, 2) / 2 + u / r**2 - u / r + u / 2


chain = [1 + r / 2, sp.Integer(1), 1 / r, 1 / r**3]
for g_in, g_out in zip(chain[:-1], chain[1:]):
    image = shifted_hamiltonian(g_in * r**2 * sp.exp(-r))
    assert sp.simplify((image - g_out * r**2 * sp.exp(-r)) * sp.exp(r)) == 0

# S(2) as a quadratic form, without applying H to the singular vector
u1 = 2 * r * sp.exp(-r)
form_density = sp.expand(sp.diff(u1, r)**2 / 2 + u1**2 / r**2
                         - u1**2 / r + u1**2 / 2)
form_value = float(sp.integrate(form_density, (r, 0, sp.oo)))


# --- Ground-state averages by quadrature ---
def radial_average(m):
    return quad(lambda x: 4 * x**(m + 2) * np.exp(-2 * x), 0, np.inf,
                epsabs=1e-12, epsrel=1e-12)[0]


average = {m: radial_average(m) for m in (-2, 0, 1, 2, 3)}
for m, value in average.items():
    assert abs(value - float(sp.factorial(m + 2)) / 2.0**(m + 1)) < 1e-9
p_squared = quad(lambda x: 4 * np.pi * x**2
                 * (-np.exp(-x) / np.sqrt(np.pi))**2, 0, np.inf)[0]
contact_density = 1 / np.pi
ground = {-2: 2 / 3 * (average[2] + average[3] / 2),
          -1: 2 / 3 * average[2],
          0: 2 / 3 * average[1],
          1: 2 / 3 * average[0],
          2: 2 / 3 * average[-2]}
assert abs(ground[1] - 2 / 3 * p_squared) < 1e-9
assert abs(ground[2] - 4 * np.pi / 3 * contact_density) < 1e-9
assert abs(ground[2] - 2 / 3 * form_value) < 1e-9


# --- Explicit spectrum ---
def bound_strength(n):
    n = np.asarray(n, dtype=float)
    return (256 / 3 / n**3 / (1 - 1 / n**2)**4
            * np.exp(2 * n * (np.log1p(-1 / n) - np.log1p(1 / n))))


def strength_density(k):
    return (256 / 3 * np.exp(-4 * np.arctan(k) / k)
            / ((1 + k * k)**4 * -np.expm1(-2 * np.pi / k)))


# Bound strengths from explicit wavefunctions, normalized numerically
nodes, weights = np.polynomial.legendre.leggauss(400)
x_bound, w_bound = 125 * (nodes + 1), 125 * weights
for n in range(2, 7):
    u = (x_bound**2 * np.exp(-x_bound / n)
         * eval_genlaguerre(n - 2, 3, 2 * x_bound / n))
    norm = np.sum(w_bound * u**2)
    dipole = np.sum(w_bound * u * 2 * x_bound**2 * np.exp(-x_bound))
    direct = 2 / 3 * (0.5 - 0.5 / n**2) * dipole**2 / norm
    assert abs(direct / bound_strength(n) - 1) < 1e-8

# Continuum density from energy-normalized Coulomb functions
nodes, weights = np.polynomial.legendre.leggauss(120)
x_free, w_free = 18 * (nodes + 1), 18 * weights
density_checks = []
for k in (0.4, 1.0, 2.5):
    coulomb = np.array([float(mp.re(mp.coulombf(1, -1 / k, k * x)))
                        for x in x_free])
    dipole = np.sqrt(2 / (np.pi * k)) * np.sum(
        w_free * coulomb * 2 * x_free**2 * np.exp(-x_free))
    direct = 2 / 3 * (1 + k * k) / 2 * dipole**2
    assert abs(direct / strength_density(k) - 1) < 1e-6
    density_checks.append((k, direct, strength_density(k)))

levels = np.arange(2, 20001, dtype=float)
level_strengths = bound_strength(levels)
level_energies = 0.5 - 0.5 / levels**2


def bound_moment(q):
    return float(np.sum(level_strengths * level_energies**q))


def continuum_moment(q, k_max=1e12):
    def integrand(k):
        return strength_density(k) * ((1 + k * k) / 2)**q * k
    low = quad(integrand, 0, 1, epsabs=1e-12, epsrel=1e-10, limit=200)[0]
    high = quad(lambda s: integrand(np.exp(s)) * np.exp(s), 0,
                np.log(k_max), epsabs=1e-12, epsrel=1e-10, limit=300)[0]
    return low + high


def moment_below(q, cutoff):
    return bound_moment(q) + continuum_moment(q, np.sqrt(2 * cutoff - 1))


spectral = {}
for q in ground:
    spectral[q] = (bound_moment(q), continuum_moment(q))
    # omitted levels above n = 20000 contribute below 1e-7
    assert abs(sum(spectral[q]) - ground[q]) < 1e-6

# --- High-energy tail and the divergence of S(3) ---
# squared force element 16*pi/k^2 times density of states k/(2*pi^2)
tail = 2 / 3 * 16 * np.pi / (2 * np.pi**2) / np.sqrt(2)
k_fast = 1e4
tail_ratio = strength_density(k_fast) * ((1 + k_fast**2) / 2)**3.5 / tail
assert abs(tail_ratio - 1) < 1e-3
log_growth = moment_below(2.5, 1e10) - moment_below(2.5, 1e8)
assert abs(log_growth / (tail * np.log(100)) - 1) < 1e-3

growth = []
for cutoff in (1e2, 1e4, 1e6, 1e10):
    value = moment_below(3, cutoff)
    growth.append((cutoff, value, value / (2 * tail * np.sqrt(cutoff))))
assert abs(growth[-1][2] - 1) < 1e-3

inner = []
for r0 in (1e-1, 1e-2, 1e-3, 1e-5):
    integral = quad(lambda s: np.exp(-2 * np.exp(s) - s), np.log(r0),
                    np.log(40), epsabs=1e-10, epsrel=1e-10, limit=200)[0]
    inner.append((r0, 8 / 3 * integral, integral * r0))
assert abs(inner[-1][2] - 1) < 1e-3

# --- Output ---
bohr = constants.physical_constants["Bohr radius"][0]
rest_energy = 1 / constants.fine_structure**2
s2_below = moment_below(2, 100)
for m in average:
    print(f"<r^{m}> = {average[m]:.6f} a0^{m}")
print(f"<p^2> = {p_squared:.6f} (hbar/a0)^2")
print(f"|psi(0)|^2 = {contact_density:.6f} a0^-3")
print("Moments in Eh^q: ground-state average | bound + continuum = sum")
for q in ground:
    b, c = spectral[q]
    print(f"S({q}): {ground[q]:.6f} | {b:.6f} + {c:.6f} = {b + c:.6f}")
for n in (2, 3, 4):
    print(f"f(1s->{n}p) = {float(bound_strength(n)):.6f} (dimensionless)")
print("df/domega in 1/Eh: Coulomb-function quadrature | closed form")
for k, direct, closed in density_checks:
    print(f"k = {k:.1f} 1/a0: {direct:.8f} | {closed:.8f}")
print(f"Tail coefficient a = {tail:.6f} Eh^(5/2)")
print(f"Density / tail law at k = 1e4 1/a0: {tail_ratio:.6f}")
print(f"S(5/2) gain from 1e8 to 1e10 Eh = {log_growth:.5f} Eh^(5/2)")
print(f"a*ln(100) = {tail * np.log(100):.5f} Eh^(5/2)")
print(f"S(2) from omega < 100 Eh = {s2_below:.5f} Eh^2")
print(f"Share of S(2) above 100 Eh = {100 * (1 - s2_below / ground[2]):.2f} %")
print("S(3) cut at energy Omega, and ratio to 2*a*sqrt(Omega)")
for cutoff, value, ratio in growth:
    print(f"Omega = {cutoff:.0e} Eh: {value:.6g} Eh^3, ratio {ratio:.5f}")
print("(2/3)<r^-4> cut at inner radius r0, and ratio to 8/(3*r0)")
for r0, value, ratio in inner:
    print(f"r0 = {r0:.0e} a0: {value:.6g} a0^-4, ratio {ratio:.5f}")
print(f"Electron rest energy = {rest_energy:.1f} Eh")
print(f"Polarizability = {ground[-2]:.6f} a0^3"
      f" = {ground[-2] * (bohr * 1e10)**3:.5f} cubic angstrom")
print("finished without a failed check")
```

Running it gives:

```
<r^-2> = 2.000000 a0^-2
<r^0> = 1.000000 a0^0
<r^1> = 1.500000 a0^1
<r^2> = 3.000000 a0^2
<r^3> = 7.500000 a0^3
<p^2> = 1.000000 (hbar/a0)^2
|psi(0)|^2 = 0.318310 a0^-3
Moments in Eh^q: ground-state average | bound + continuum = sum
S(-2): 4.500000 | 3.663258 + 0.836742 = 4.500000
S(-1): 2.000000 | 1.433176 + 0.566824 = 2.000000
S(0): 1.000000 | 0.565004 + 0.434996 = 1.000000
S(1): 0.666667 | 0.224678 + 0.441989 = 0.666667
S(2): 1.333333 | 0.090210 + 1.243123 = 1.333333
f(1s->2p) = 0.416197 (dimensionless)
f(1s->3p) = 0.079102 (dimensionless)
f(1s->4p) = 0.028991 (dimensionless)
df/domega in 1/Eh: Coulomb-function quadrature | closed form
k = 0.4 1/a0: 1.04898341 | 1.04898341
k = 1.0 1/a0: 0.23090543 | 0.23090543
k = 2.5 1/a0: 0.00500443 | 0.00500443
Tail coefficient a = 1.200422 Eh^(5/2)
Density / tail law at k = 1e4 1/a0: 0.999686
S(5/2) gain from 1e8 to 1e10 Eh = 5.52767 Eh^(5/2)
a*ln(100) = 5.52815 Eh^(5/2)
S(2) from omega < 100 Eh = 1.11744 Eh^2
Share of S(2) above 100 Eh = 16.19 %
S(3) cut at energy Omega, and ratio to 2*a*sqrt(Omega)
Omega = 1e+02 Eh: 13.8408 Eh^3, ratio 0.57650
Omega = 1e+04 Eh: 218.321 Eh^3, ratio 0.90935
Omega = 1e+06 Eh: 2366.87 Eh^3, ratio 0.98585
Omega = 1e+10 Eh: 240026 Eh^3, ratio 0.99976
(2/3)<r^-4> cut at inner radius r0, and ratio to 8/(3*r0)
r0 = 1e-01 a0: 15.312 a0^-4, ratio 0.57420
r0 = 1e-02 a0: 243.495 a0^-4, ratio 0.91310
r0 = 1e-03 a0: 2631.26 a0^-4, ratio 0.98672
r0 = 1e-05 a0: 266607 a0^-4, ratio 0.99978
Electron rest energy = 18778.9 Eh
Polarizability = 4.500000 a0^3 = 0.66683 cubic angstrom
finished without a failed check
```
